# Kohler's resistivity bound from symmetry and positivity of collisions

Suppose the resistivity of a conducting oxide film is computed from an approximate electron distribution. The ratio of field to current does not by itself reveal the size or the sign of the error. In the film model treated below, a distribution found by ignoring the optical phonons gives a resistivity 14.1 % below the solution of the full Boltzmann equation. The same distribution, put into Kohler's quotient, gives a value 0.13 % above it. The quotient errs on a known side because the linearized collision operator is symmetric and positive.

## The equation and the claim

Let $f_0(\varepsilon)$ be the Fermi function at temperature $T$ and chemical potential $\mu$, and write

$$f=f_0+w\phi,\qquad w=-\frac{\partial f_0}{\partial\varepsilon}=\frac{f_0(1-f_0)}{kT}.$$

The carriers have charge $q$, and a weak, static, uniform field $F$ points along $x$. There is no magnetic field. In a steady state the drift term equals the collision term:

$$\frac{qF}{\hbar}\frac{\partial f}{\partial k_x}=\left(\frac{\partial f}{\partial t}\right)_c .$$

To first order in $F$ the left side contains $f_0$, and $\partial f_0/\partial k_x=-\hbar v_xw$. Writing the linearized collision term as $-L\phi$ gives

$$L\phi=FX,\qquad X=qv_xw. \tag{1}$$

With $\langle a,b\rangle=(2/V)\sum_{\mathbf k}ab$, where 2 counts spin and $V$ is the volume, the current density is $J[\phi]=\langle\phi,X\rangle$, since $f_0$ carries no current. The $x$ axis is taken along a principal axis of the zero-field conductivity, so that without a magnetic field the current is parallel to $F$. In an isotropic band any direction will do. The resistivity is then $\rho=F/J$. The claim is that every real trial function with finite dissipation form $D[\phi]=\langle\phi,L\phi\rangle$ and $J[\phi]\ne0$ obeys

$$Q[\phi]=\frac{D[\phi]}{J[\phi]^2}\ \ge\ \rho, \tag{2}$$

with equality for the solution of (1). The scale of $\phi$ cancels in $Q$.

### Where symmetry and positivity come from

Let $W(\mathbf k,\mathbf k')$ be the rate from $\mathbf k$ to $\mathbf k'$, and let a prime on a function mean its value at $\mathbf k'$. With $R=f/(1-f)$, the collision term is

$$\sum_{\mathbf k'}(1-f)(1-f')\left[W(\mathbf k',\mathbf k)R'-W(\mathbf k,\mathbf k')R\right].$$

The scatterers are taken to stay in equilibrium at $T$, which excludes phonon drag. Pairwise detailed balance then makes the bracket vanish at $f=f_0$. For phonons this is easily checked. Absorption of $\hbar\omega$ has weight $N$ and emission has weight $N+1$, where $N$ is the Planck occupation. In equilibrium $R_0=e^{-(\varepsilon-\mu)/kT}$, so

$$\frac{R_0(\varepsilon+\hbar\omega)}{R_0(\varepsilon)}=e^{-\hbar\omega/kT}=\frac{N}{N+1}.$$

For elastic golden-rule scattering the squared matrix element is the same in both directions, and the two energies are equal. Skew scattering, beyond the golden rule, can break this pairwise symmetry.

Since $d\ln R=df/[f(1-f)]$, to first order $R=R_0(1+\phi/kT)$. The bracket is already first order, so its prefactor can be taken at equilibrium. With $P(\mathbf k,\mathbf k')=f_0(1-f_0')W(\mathbf k,\mathbf k')=P(\mathbf k',\mathbf k)$,

$$L\phi=\frac1{kT}\sum_{\mathbf k'}P(\mathbf k,\mathbf k')(\phi-\phi').$$

Form $\langle a,Lb\rangle$, exchange the summation labels, and average the two equal expressions:

$$\langle a,Lb\rangle=\frac1{VkT}\sum_{\mathbf k,\mathbf k'}P\,(a-a')(b-b'). \tag{3}$$

This is symmetric in $a$ and $b$, and $D[\phi]\ge0$. If $D[z]=0$, then $z$ is equal on all states joined by collisions, so $Lz=0$. Such null functions describe conserved quantities, particle number being one.

Both properties were tested on seven levels with random energies within $1.5\,kT$ of $\mu$ and random rates obeying detailed balance. The nonlinear collision term was differentiated numerically. The resulting operator had an asymmetry of $7\times10^{-12}$, one zero eigenvalue, and a next eigenvalue of 1.66 in the model's rate unit. When detailed balance was deliberately broken, the asymmetry was 0.13.

## First derivation: compare with the solution

Assume that a solution $\psi$ for unit field exists, $L\psi=X$, with finite conductivity

$$\sigma=\langle\psi,X\rangle=\langle\psi,L\psi\rangle.$$

It is positive: $\sigma=0$ would make $\psi$ a null function and hence $X=0$. For any trial $\phi$ and real number $t$, positivity gives

$$0\le D[\phi-t\psi]=D[\phi]-t\langle\phi,L\psi\rangle-t\langle\psi,L\phi\rangle+t^2\sigma.$$

Symmetry makes the two middle products equal, and $L\psi=X$ makes each of them $J[\phi]$. Thus

$$D[\phi-t\psi]=D[\phi]-2tJ[\phi]+t^2\sigma.$$

The right side is smallest at $t=J[\phi]/\sigma$. Inserting this value and dividing by $J[\phi]^2$ gives

$$Q[\phi]-\frac1\sigma=\frac{D[\phi-t\psi]}{J[\phi]^2}\ge0. \tag{4}$$

Since $1/\sigma=\rho$, this is the bound. Equality requires $\phi-t\psi$ to be a null function. Null functions carry no current here, because $\langle z,X\rangle=\langle z,L\psi\rangle=\langle Lz,\psi\rangle=0$.

Equation (4) also gives the size of the error. If $\phi$ is scaled to the current of $\psi$, then $t=1$ and the excess is $D[\phi-\psi]/\sigma^2$, which is quadratic in the error of the distribution. A resistivity computed as $F/J$ from an approximate solution has in general a first-order error of either sign.

## Second derivation: least dissipation at fixed current

Now no solution of (1) is assumed. Fix the current at one unit, $J[\phi]=1$, and look for the smallest $D[\phi]$. Three conditions are needed.

1. Null functions carry no current, so trials may be restricted to functions orthogonal to them with weight $w$.
2. On these functions relaxation has a lowest rate $\gamma>0$: $D[\phi]\ge\gamma\langle\phi,w\phi\rangle$.
3. The sum $K=q^2\langle v_x,wv_x\rangle$ is finite.

The ordinary Cauchy–Schwarz inequality gives $J[\phi]^2\le K\langle\phi,w\phi\rangle\le(K/\gamma)D[\phi]$. The greatest lower bound $r$ of $D$ at unit current is therefore at least $\gamma/K$, which is positive.

To show that $r$ is reached, take trials $\phi_n$ with $J[\phi_n]=1$ and $D[\phi_n]\to r$. For a symmetric quadratic form,

$$D[\phi_n-\phi_l]=2D[\phi_n]+2D[\phi_l]-4D\!\left[\tfrac12(\phi_n+\phi_l)\right].$$

The average also has unit current, so its $D$ is at least $r$, and the right side is at most $2D[\phi_n]+2D[\phi_l]-4r\to0$. By condition 2 the sequence then converges in the norm weighted by $w$, to a limit $\phi_*$. Because $D$ is a sum of non-negative terms, $D[\phi_n-\phi_*]$ is no larger than the lower limit of $D[\phi_n-\phi_l]$ as $l\to\infty$, so it also tends to zero. Hence $J[\phi_*]=1$ and $D[\phi_*]=r$.

Change $\phi_*$ by $s\eta$ with $J[\eta]=0$. The current stays fixed, so

$$r\le D[\phi_*+s\eta]=r+2s\langle\eta,L\phi_*\rangle+s^2D[\eta].$$

This must hold for small $s$ of both signs, which forces $\langle\eta,L\phi_*\rangle=0$. An arbitrary $\eta$ can be made current-free by subtracting $J[\eta]\phi_*$. Therefore

$$\langle\eta,L\phi_*\rangle=J[\eta]\langle\phi_*,L\phi_*\rangle=r\langle\eta,X\rangle .$$

For null functions both sides vanish, so the relation holds for every admissible $\eta$, which means

$$L\phi_*=rX .$$

This is the Boltzmann equation with field $F=r$, in the chosen units, and unit current. Hence $r=\rho$. The field appears as the multiplier that enforces the current, and rescaling a general trial to unit current gives (2).

## What each derivation assumes

Both derivations use symmetry and positivity. The first takes a solution with finite conductivity as given and needs no lowest relaxation rate. The second needs such a rate and in return proves that the solution exists.

The difference matters for short-range disorder alone in a parabolic band. There the momentum relaxation rate $\Gamma$ is proportional to $\sqrt\varepsilon$ and vanishes at the band edge, so condition 2 fails. The speed $v$ vanishes in the same way, so $\psi\propto v_x/\Gamma$ stays finite and so does $\sigma$. The first derivation applies. Optical phonons restore a nonzero rate at the band edge, because slow carriers can absorb them. Condition 2 also concerns high energies, where the momentum relaxation rates of donors and polar phonons fall toward zero. In the film model below, the disorder rate grows as $\sqrt\varepsilon$ and keeps the lowest rate positive. In an isotropic model, condition 2 is needed only for trials proportional to the cosine of the angle from the field, since other angular shapes carry no current and do not mix with these.

If collisions conserve momentum in a parabolic band, $k_x$ is a null function that carries current. Then $Q[k_x]=0$, no steady solution exists, and the premises of both derivations fail.

### Why the magnetic field must be zero

A magnetic field $\mathbf B$ adds to the left side of (1) the term

$$M\phi=w\,\frac q\hbar(\mathbf v\times\mathbf B)\cdot\nabla_{\mathbf k}\phi .$$

The factor $w$ stands outside the derivative because it depends on energy alone and $\mathbf v\times\mathbf B$ is perpendicular to $\nabla_{\mathbf k}\varepsilon$. The velocity is a gradient in $\mathbf k$, so $\nabla_{\mathbf k}\cdot(\mathbf v\times\mathbf B)=0$. Integration by parts then gives $\langle a,Mb\rangle=-\langle b,Ma\rangle$, and so $\langle\phi,M\phi\rangle=0$.

The first derivation now fails where it equated its two middle products. In the second, minimizing $D$ still leads to the equation without $M$, because $M$ never enters $D$.

Let $\phi_B$ be the solution in the field $B$ with current along $x$ alone; a transverse Hall field is then present. Multiplying the equation by $\phi_B$ gives $D[\phi_B]=F_xJ$, so

$$\rho_{xx}(B)=\frac{F_x}{J}=Q[\phi_B]\ge\rho(0).$$

The minimum of $Q$ remains $\rho(0)$. Whenever $\rho_{xx}(B)>\rho(0)$, the zero-field solution gives a quotient below $\rho_{xx}(B)$, and $Q$ is no longer an upper bound on it.

## Consequences for calculations

For $\phi=\sum_ic_i\phi_i$, let $S_{ij}=\langle\phi_i,L\phi_j\rangle$ and $X_i=\langle\phi_i,X\rangle$. Then $Q=c^{\mathsf T}Sc/(c^{\mathsf T}X)^2$. If $S$ is invertible, the first derivation with $S$ in place of $L$ gives the minimum at $c\propto S^{-1}X$:

$$\rho_M=\frac1{X^{\mathsf T}S^{-1}X}\ge\rho .$$

Adding a function enlarges the set of trials, so $\rho_M$ cannot rise.

If $L=\sum_iL_i$ for independent mechanisms, put the full solution into each separate quotient:

$$\rho=\sum_iQ_i[\psi]\ge\sum_i\rho_i .$$

Adding the exact resistivities of the separate mechanisms therefore gives a lower bound.

Momentum-conserving electron–electron collisions add another symmetric, non-negative form, built from squares of $\phi_1+\phi_2-\phi_{1'}-\phi_{2'}$ for two electrons before and after a collision. It can only raise $Q$, and hence $\rho$. In a parabolic band it vanishes for $\phi=k_x$, so the raised resistivity still cannot exceed $Q[k_x]$.

### A limit in closed form

Consider isotropic elastic scattering in a parabolic band of mass $m$, with density of states per spin $g$. Use the average

$$\overline A=\frac{\int g\,v^2w\,A\,d\varepsilon}{\int g\,v^2w\,d\varepsilon},\qquad \frac23\int g\,v^2w\,d\varepsilon=\frac nm .$$

The solution $\psi=qv_x/\Gamma$ gives $\sigma=(nq^2/m)\overline{1/\Gamma}$. The trial $k_x\propto v_x$ gives $Q=m\overline\Gamma/(nq^2)$. The bound is then the statement $\overline\Gamma\,\overline{1/\Gamma}\ge1$, with equality for constant $\Gamma$.

For $\Gamma\propto\sqrt\varepsilon$ and $kT\ll\mu$, the excess is to leading order the relative variance of $\Gamma$. The variance of energy under the weight $w$ is $\pi^2(kT)^2/3$, and $\delta\Gamma/\Gamma=\delta\varepsilon/(2\mu)$, so

$$\overline\Gamma\,\overline{1/\Gamma}-1\simeq\frac{\pi^2}{12}\left(\frac{kT}{\mu}\right)^2 .$$

## A film at 300 K

The model has a parabolic band with $m=0.20$ electron masses, and $n=2\times10^{19}\ \mathrm{cm^{-3}}$ carriers with as many singly charged donors. The static and high-frequency permittivities are $\epsilon_s=9$ and $\epsilon_\infty=4$, and the optical phonon energy is 0.050 eV. The chemical potential lies 0.130 eV above the band edge, and $kT=0.0259$ eV.

For wave-number transfer $p$, the golden-rule coupling strengths are

$$b_{\rm don}=n\left[\frac{e^2}{\epsilon_0\epsilon_s(p^2+\kappa_s^2)}\right]^2,\qquad b_{\rm dis}=0.040\ \mathrm{eV^2\,nm^3},$$

$$b_{\rm ph}=\frac{e^2\hbar\omega}{2\epsilon_0}\left(\frac1{\epsilon_\infty}-\frac1{\epsilon_s}\right)\frac{p^2}{(p^2+\kappa_\infty^2)^2},$$

with $\kappa_i^2=e^2(\partial n/\partial\mu)/(\epsilon_0\epsilon_i)$.

By isotropy $\phi=\cos\theta\,\chi(\varepsilon)$, where $\theta$ is measured from the field. At a fixed angle $\alpha$ between two wave vectors, the averages of $\cos^2\theta$ and $\cos\theta\cos\theta'$ are $1/3$ and $\cos\alpha/3$. Let $a_0$ and $a_1$ be the solid-angle averages of $b_{\rm ph}$ and $b_{\rm ph}\cos\alpha$, and let a subscript $+$ mean energy $\varepsilon+\hbar\omega$. Then (3) becomes

$$D=\frac23\int g\,w\,\Gamma\chi^2d\varepsilon+\frac{4\pi}{3\hbar kT}\int g\,g_+f_0(1-f_{0+})N\left[a_0(\chi^2+\chi_+^2)-2a_1\chi\chi_+\right]d\varepsilon,$$

where $\Gamma$ is the elastic momentum relaxation rate. Phonons join energies spaced by $\hbar\omega$, so the Boltzmann equation splits into small independent sets of linear equations.

Solving these with separately written in- and out-scattering rates gives $\rho=2.835\ \mathrm{m\Omega\,cm}$. The drift mobility is

$$\frac1{ne\rho}=\frac1{(3.204\ \mathrm{C\,cm^{-3}})(2.835\times10^{-3}\ \Omega\,\mathrm{cm})}=110\ \mathrm{cm^2/Vs}.$$

The trial $k_x$, a rigidly displaced distribution, gives $2.844\ \mathrm{m\Omega\,cm}$, which is 0.32 % too high. The gap formula reproduces the difference of $0.0091\ \mathrm{m\Omega\,cm}$. Multiplying $k_x$ by polynomials in energy lowers the excess to 0.09 % with three terms and 0.009 % with six. Two hundred random distortions of the solution all gave quotients above $\rho$, the lowest by 0.07 %.

Taken alone, donors, disorder and phonons give 0.784, 1.562 and 0.381 $\mathrm{m\Omega\,cm}$. Their sum, 2.727, lies 3.8 % below the full result, as the lower bound requires. For disorder alone, $k_x$ gives 1.600, an excess of 2.4 %. The leading-order formula gives $0.822\,(0.0259/0.130)^2=3.3\ \%$; with $kT/\mu=0.2$, higher terms are visible. For donors alone the excess is 6.9 %, far more than in the full model.

Electron–electron collisions that conserve momentum can move the parabolic-band result only between 2.835 and 2.844 $\mathrm{m\Omega\,cm}$. In a field of 10 T, $\rho_{xx}$ rises by 33 parts per million. The quotient at the zero-field solution then lies below $\rho_{xx}$, while the cruder value $Q[k_x]$ lies above it. In this parabolic band it does so at every field, and the semiclassical $\rho_{xx}$ approaches it from below as $B\to\infty$.

### The model beside real films

The parameters are round values in the rough regime of conducting amorphous indium-oxide films. Mobilities there are roughly some tens of $\mathrm{cm^2/Vs}$, so 110 is high. The assumption most at risk is weak scattering. The model has $k_F\ell=5.1$, where $k_F$ is the Fermi wave number and $\ell=6.1$ nm the mean free path. The level width $\hbar/\tau$, with $\tau$ the scattering time obtained from the mobility, is 0.053 eV. That is about the phonon energy and twice $kT$, so the sharp energy conservation assumed in phonon scattering is only a rough approximation here. At fixed density and mass, a mobility of 40 would mean about $7.8\ \mathrm{m\Omega\,cm}$ and $k_F\ell\approx1.9$, where the Boltzmann equation itself is doubtful.

Other approximations in the model also matter more than the variational error:

- Replacing the golden-rule donor cross-section by its phase-shift value at the Fermi energy, and using that ratio at all energies, raises $\rho$ by 10 %. This keeps the linear screening length, with which the phase shifts give a Friedel sum of 1.13 against 1.04 at golden-rule level; shortening the length by 4 % to restore the sum lowers the change to about 8 %.
- Removing the static screening of the phonons raises it by 28 %. This is a limiting case; the plasma energy of 0.19 eV is well above the phonon energy. The model screens the coupling but keeps the phonon energy fixed. The same static screening also lowers that energy toward the transverse value $\hbar\omega\sqrt{\epsilon_\infty/\epsilon_s}=0.033$ eV, to 0.041 eV at $p=k_F$. Including this raises the phonon part of $Q[k_x]$ from 0.41 to 0.54 $\mathrm{m\Omega\,cm}$, about 5 % of the total.
- Diffuse surfaces of a 50 nm film would add about 5 %, by the thick-film estimate $3\ell/8d$.
- Quantum interference has a rough bulk size $1/(k_F\ell)^2$, or 4 %, when the phase-coherence length lies well above $\ell$ but below the film thickness; beyond the thickness it grows further, logarithmically. At 300 K phonon scattering limits that length to roughly 10 nm and makes the correction smaller.
- An assumed nonparabolicity $\beta=0.3\ \mathrm{eV^{-1}}$, defined by $\varepsilon(1+\beta\varepsilon)=\hbar^2k^2/2m$, raises the mass at the Fermi energy $\varepsilon_F$ by about $2\beta\varepsilon_F$, or 8 %. Polaron dressing is also left out. For one slow carrier in an otherwise empty band, the weak-coupling estimate of one sixth of the Fröhlich coupling constant gives a mass increase of about 17 %. That number does not carry over to the Fermi energy of this filled, screened band.

The inequality fixes the sign of the error made in solving a given collision model. A measured resistivity can lie above $Q$ when the model leaves out scattering. The numerical output lists the remaining values.

## Numbers as computed

```
temperature: 300 K
effective mass / electron mass: 0.20
carrier and donor density: 2.00e+19 cm^-3
static permittivity ratio: 9.0
high-frequency permittivity ratio: 4.0
optical phonon energy: 0.050 eV
short-range disorder strength: 0.040 eV^2 nm^3
thermal energy kT: 0.02585 eV
chemical potential above band edge: 0.1300 eV
zero-temperature Fermi energy: 0.1343 eV
phonon occupation: 0.1690
screening length, static: 1.520 nm
small model: asymmetry of L: 6.9e-12
small model: second eigenvalue of L: 1.6623
small model: asymmetry, balance broken: 0.1280
Boltzmann resistivity: 2.83485 mOhm cm
drift mobility: 110.09 cm^2/Vs
Hall factor at low field: 1.0030
Hall mobility: 110.41 cm^2/Vs
quotient at exact solution, rel. excess: -1.7e-13
lowest of 200 random quotients / exact: 1.000662
bound with 1 terms: 2.84399 mOhm cm, excess 0.3225 %
bound with 2 terms: 2.83992 mOhm cm, excess 0.1789 %
bound with 3 terms: 2.83741 mOhm cm, excess 0.0904 %
bound with 4 terms: 2.83536 mOhm cm, excess 0.0182 %
bound with 5 terms: 2.83517 mOhm cm, excess 0.0112 %
bound with 6 terms: 2.83511 mOhm cm, excess 0.0092 %
gap formula, 1 term: 0.009143 mOhm cm
elastic trial: direct error: -14.076 %
elastic trial: quotient error: 0.131 %
donors alone: exact 0.78382, 1-term bound 0.83767 mOhm cm
disorder alone: exact 1.56199, 1-term bound 1.59951 mOhm cm
phonons alone: exact 0.38105, 1-term bound 0.40681 mOhm cm
sum of separate resistivities: 2.72687 mOhm cm
with conserving rate 0.02 eV/hbar: 2.83739 mOhm cm
with conserving rate 0.2 eV/hbar: 2.84200 mOhm cm
with conserving rate 20 eV/hbar: 2.84397 mOhm cm
magnetic field: 10 T
rise of rho_xx in that field: 33.17 ppm
mean free path: 6.08 nm
k_F times mean free path: 5.11
interference size 1/(k_F l)^2: 3.8 %
film thickness: 50 nm
diffuse surfaces, 3l/(8d): 4.6 %
donor cross-section, phase shifts / Born: 1.341
resistivity change from that ratio: 10.2 %
resistivity change, unscreened phonons: 28.4 %
plasma energy: 0.186 eV
nonparabolicity input: 0.30 1/eV
nonparabolic mass rise at E_F: 8.1 %
unscreened polaron mass rise, alpha/6: 17.1 %
```
